# Why two Sturmians give the hydrogen polarizability and bound states cannot

## What goes wrong with bound states alone

Sum the second-order perturbation series for the polarizability of hydrogen over the bound states $2p, 3p, 4p,\dots$. The partial sums are 2.960, 3.360 and 3.492 $a_0^3$; they reach 3.634 at $n=10$ and settle at 3.663. Nothing in this sequence signals an error. Yet the polarizability is $9/2$, and the sum has converged to a value 18.6 % below it.

Two functions of another kind, Sturmians, give $9/2$ with no remainder. Two separate properties are at work: one makes the Sturmian series converge to the right value, the other makes it stop.

## The quantity to be computed

Atomic units are used, with a fixed nucleus and nonrelativistic dynamics. A static field $F$ along $z$ adds $Fz$ to the Hamiltonian, and $\alpha$ is defined by $E(F)=E_1-\tfrac12\alpha F^2+\dots$ with $E_1=-\tfrac12$. The second-order energy is $-F^2\sum_{k\neq 1s}|\langle k|z|1s\rangle|^2/(E_k-E_1)$, where the sum includes an integral over the continuum. Therefore

$$\alpha=2\langle 1s|z\,G\,z|1s\rangle,\qquad G=\sum_{k\ne 1s}\frac{|k\rangle\langle k|}{E_k-E_1}.$$

The ground state is $2e^{-r}Y_{00}$, and $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Hence $z|1s\rangle$ is a pure $p$ function. Multiplied by $r$, its radial part is

$$s(r)=\frac{2}{\sqrt3}\,r^2e^{-r}.$$

Only the $p$ channel matters, with $h=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r$. The lowest $p$ level is $-\tfrac18$, so $h-E_1$ is positive and has an ordinary inverse. The projection that makes $G$ "reduced" acts only on $s$ states and has no effect here.

## One equation, two ways to quantize it

Both sets of functions come from

$$f''-\frac{2}{x^2}f+\frac{\nu}{x}f-\frac14 f=0 .$$

Put $f=x^2e^{-x/2}g$. Then $f''=e^{-x/2}[x^2g''+(4x-x^2)g'+(2-2x+\tfrac{x^2}4)g]$. The terms $2g$ and $x^2g/4$ cancel, and division by $x$ leaves

$$xg''+(4-x)g'+(\nu-2)g=0 .$$

The solution regular at the origin is Kummer's function $M(2-\nu,4,x)$, where $M(a,b,x)=\sum_j\frac{(a)_j}{(b)_j}\frac{x^j}{j!}$ and $(a)_j=a(a+1)\cdots(a+j-1)$. For $\nu=n=2,3,\dots$ it is a polynomial proportional to $L^{(3)}_{n-2}(x)$.

**Sturmians** keep the energy at $E_1$ and quantize the attraction. With $x=2r$ and $\nu=n$ the equation reads

$$\Big(-\tfrac12\tfrac{d^2}{dr^2}+\tfrac1{r^2}+\tfrac12\Big)S_n=\frac nr S_n .$$

So $S_n$ is a $p$ state of a nucleus of charge $n$, with energy $-\tfrac12$. All $S_n$ share the factor $e^{-r}$.

**Eigenstates** keep the charge at 1 and let the energy vary. With $E=-\lambda^2/2$, $x=2\lambda r$ and $\nu=1/\lambda$, the bound states have $\lambda=1/n$ and decay as $e^{-r/n}$. Positive energies $k^2/2$ have $\lambda=ik$.

## The Sturmian contributions

Take $S_n=N_n(2r)^2e^{-r}L^{(3)}_{n-2}(2r)$ with $N_n^2=(n-2)!/(n+1)!$. Since $dr/r=dx/x$, the Laguerre orthogonality relation with weight $x^3e^{-x}$ gives $\int_0^\infty S_nS_m\,dr/r=\delta_{nm}$.

The set is complete for functions with finite $\int f^2dr/r$. Suppose $g$ is square integrable with weight $x^3e^{-x}$ and orthogonal to every polynomial. Then $\int x^3e^{-x}g\,e^{itx}dx$ is analytic near the real $t$ axis and has all derivatives zero at $t=0$. It therefore vanishes for all real $t$, and $g=0$. Thus $\sum_nS_n(r)S_n(r')/r=\delta(r-r')$, with no continuum to add.

Subtracting $(1/r)S_n$ from both sides of the Sturmian equation gives $(h-E_1)S_n=\frac{n-1}{r}S_n$. Consequently

$$G(r,r')=\sum_{n=2}^\infty\frac{S_n(r)S_n(r')}{n-1},$$

because applying $h-E_1$ cancels $n-1$ and leaves the completeness sum. With $c_n=\int S_n s\,dr$,

$$\alpha=2\sum_{n\ge2}\frac{c_n^2}{n-1}.$$

The first two functions are, using $L_0^{(3)}=1$ and $L_1^{(3)}(x)=4-x$,

$$S_2=\frac{4}{\sqrt6}r^2e^{-r},\qquad S_3=\frac{4(4-2r)}{\sqrt{24}}r^2e^{-r}=(2-r)S_2 .$$

Hence $s=S_2/\sqrt2$: the source is itself the first Sturmian. One term is still not enough, because the orthogonality carries a weight $1/r$ and the overlap $c_n$ does not. Supplying the weight costs a factor $r$:

$$c_n=\frac1{\sqrt2}\int S_n\,(rS_2)\frac{dr}{r},\qquad rS_2=2S_2-S_3 .$$

So $c_2=\sqrt2$, $c_3=-1/\sqrt2$, and every other $c_n$ is zero. The two contributions are

$$\alpha=2\cdot\frac{2}{1}+2\cdot\frac{1/2}{2}=4+\frac12=\frac92\ a_0^3 ,$$

or about 0.67 Å$^3$. The first function supplies eight ninths of the result.

The response follows from the same coefficients. The first-order radial function is $-Fw$ with

$$w=Gs=\sqrt2\,S_2-\frac{1}{2\sqrt2}(2-r)S_2=\frac{2+r}{2\sqrt2}S_2=\frac{(2r^2+r^3)e^{-r}}{\sqrt3}.$$

As a check, $2\int sw\,dr=\frac43\left(2\cdot\frac34+\frac{15}8\right)=\frac92$.

## The bound-state contributions

Write an eigenstate as $u=B\,r^2e^{-\lambda r}M(a,4,2\lambda r)$, with $a=2-1/\lambda$. Its dipole element is $\int su\,dr=\frac{2}{\sqrt3}B\,T$, where $T=\int_0^\infty r^4e^{-qr}M(a,4,cr)dr$, $q=1+\lambda$ and $c=2\lambda$. Integrating the series for $M$ term by term, with $(j+3)!=6\,(4)_j$, gives

$$\int_0^\infty r^3e^{-qr}M(a,4,cr)\,dr=\frac6{q^4}\Big(1-\frac cq\Big)^{-a}=6q^{a-4}(q-c)^{-a}.$$

The series converges for large $\mathrm{Re}\,q$, and analytic continuation extends the result to the $q$ needed. Applying $-d/dq$ supplies the fourth power of $r$:

$$T=6q^{a-5}(q-c)^{-a-1}\,[4q-(4-a)c].$$

The bracket is $4+4\lambda-(2+1/\lambda)2\lambda=2$, so

$$T=12\,(1+\lambda)^{-3-1/\lambda}(1-\lambda)^{-3+1/\lambda}.$$

For a bound state, $u_{np}=\frac{N_n}{n}x^2e^{-x/2}L_{n-2}^{(3)}(x)$ with $x=2r/n$. It is normalized because $\int x^4e^{-x}[L_{n-2}^{(3)}]^2dx=2n/N_n^2$, as the diagonal term of the recurrence for $xL^{(3)}_{n-2}$ shows. Since $L^{(3)}_{n-2}(0)=n(n^2-1)/6$ and $N_n^2=1/[n(n^2-1)]$, the prefactor obeys $B^2=4(n^2-1)/(9n^5)$. With $\lambda=1/n$,

$$d_n^2=\frac43B^2T^2=\frac{256}{3}\,\frac{n^7(n-1)^{2n-5}}{(n+1)^{2n+5}} .$$

Dividing by $E_n-E_1=(n^2-1)/(2n^2)$ and doubling gives the contribution of each level:

$$\alpha_n=\frac{1024}{3}\,\frac{n^9(n-1)^{2n-6}}{(n+1)^{2n+6}} .$$

For $2p$ this is $\frac{1024}{3}\cdot\frac{512}{3^{10}}=2.960$; $3p$ adds 0.400 and $4p$ adds 0.132. For large $n$, $[(n-1)/(n+1)]^{2n}\to e^{-4}$, so $\alpha_n\to6.25/n^3$. The sum converges, to 3.66326 $a_0^3$. The remainder after level $N$ approaches $3.13/N^2$ for large $N$ (it is 0.029 at $N=10$), so the deficit of 0.84 is not a slowly converging tail.

## The continuum contribution

For $\lambda=ik$ the two complex powers combine into a real number:

$$T=\frac{12}{(1+k^2)^3}\,e^{-2\arctan(k)/k}>0 .$$

The source therefore overlaps with the continuum at every energy. To weigh this, normalize $u$ per unit energy, which requires a sine wave of amplitude $\sqrt{2/(\pi k)}$ at large $r$. For large $|z|$, $M(a,4,z)\approx 6\left[e^{z}z^{a-4}/\Gamma(a)+(-z)^{-a}/\Gamma(4-a)\right]$. With $z=2ikr$ and $a=2+i/k$, the two terms multiplied by $r^2e^{-ikr}$ are complex conjugates, each of modulus $6e^{-\pi/(2k)}/(4k^2|\Gamma(2+i/k)|)$. Their sum times $B$ is therefore a sine wave with the amplitude $3B\,e^{-\pi/(2k)}/(k^2|\Gamma(2+i/k)|)$. With $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$, equating the two yields

$$B^2=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}},\qquad d^2(k)=\frac43B^2T^2=\frac{256}{3}\,\frac{e^{-4\arctan(k)/k}}{(1+k^2)^5(1-e^{-2\pi/k})}.$$

The excitation energy is $(1+k^2)/2$ and $dE=k\,dk$, so

$$\alpha_{\rm cont}=2\int_0^\infty\frac{d^2(k)}{(1+k^2)/2}\,k\,dk=0.83674\ a_0^3 .$$

The balance closes: $3.66326+0.83674=4.50000$.

The same split can be made for the functions themselves. Of the squared norm of the source, which is 1 $a_0^2$, the continuum holds 0.283. Of the squared norm of $w$, which is 5.375, it holds 0.662. Bound states are orthogonal to the continuum, so no choice of coefficients can make them reproduce $w$; the squared distance never falls below 0.662.

This also shows where the Sturmians hide the continuum. Since $S_2=\sqrt2\,s$, 28 % of its squared norm lies in the continuum of $h$. $S_2$ is a localized function but not an eigenstate of hydrogen, and it brings continuum components with it.

## Weighing completeness against termination

To separate the two properties, use the functional

$$J[u]=4\langle u|s\rangle-2\langle u|h-E_1|u\rangle .$$

Inserting $u=w+\delta$ and $(h-E_1)w=s$, the terms linear in $\delta$ cancel and $J=\alpha-2\langle\delta|h-E_1|\delta\rangle$. Because $h-E_1$ is positive, the maximum of $J$ over any finite basis is a lower bound to $\alpha$, reached only if $w$ is a linear combination of the basis functions. For a basis of $np$ states, $h-E_1$ is diagonal and the maximum is the partial bound sum.

**Wrong exponent, complete set.** Take Sturmians with $e^{-r/2}$ in place of $e^{-r}$. The first is proportional to $r^2e^{-r/2}$, which is the $2p$ state, so the start is the same: 2.960. The continuation differs:

| functions | $\alpha$ ($a_0^3$) |
|---|---|
| 1 | 2.9596 |
| 2 | 4.2577 |
| 3 | 4.4832 |
| 4 | 4.4955 |
| 8 | 4.4998 |

Two functions with a common exponent already surpass the whole infinite bound sum. The series does not terminate, since $w$ is a polynomial times $e^{-r}$ and cannot be a polynomial times $e^{-r/2}$. It does converge to $9/2$. By the Laplace integral above, with $c=1$ and $q=3/2$, the expansion coefficients of $w$ fall as $(1-c/q)^n=3^{-n}$ times a power of $n$, while the matrix elements of $h-E_1$ grow only linearly. The rate is asymptotic: the coefficients change sign between $n=5$ and $n=6$, their ratio is still 0.47 at $n=10$, and the error hardly moves from four functions (0.0045) to five (0.0041) before it falls again.

**Right exponent, other source.** Keep $e^{-r}$ but replace $s$ by $r^2e^{-2.7r}$. Two Sturmians then give 97.7 % of $\langle s|G|s\rangle$ for this source, as judged by a finite-difference solution, and thirty give 1.00000 of it. The series still converges to the right value, but it no longer stops after two terms.

The condition for stopping can be read off: the series ends exactly when $r$ times the source is a finite combination of the $S_n$, that is, when the source is $re^{-r}$ times a polynomial. The source $re^{-r}$ itself needs a single term. If the source is $r^2e^{-r}$ times a polynomial of degree $p$, then $r$ times the source has degree $p+1$ in the same sense and is orthogonal, with weight $1/r$, to every $S_n$ with $n-2>p+1$. At most $p+2$ terms survive. The dipole source has $p=0$, hence two.

The failure of the bound sum is thus one of completeness, and adding levels cannot repair it. The brevity of the Sturmian sum is a further property, which depends on the match between the energy $E_1$ and the decay of the ground state. The numerical check verifies the Sturmian relations and overlaps, the response $w$ against a finite-difference solution, the bound and continuum dipole formulas against quadrature, the bound-plus-continuum sums, and the convergence of the two comparison cases. The $3^{-n}$ rate and the general stopping rule rest on the derivation alone.

## Values computed for the example and the checks

```
Hydrogen 1s, fixed nucleus; polarizabilities in a0^3
Sturmian overlap c2 = 1.414214 a.u.
Sturmian overlap c3 = -0.707107 a.u.
largest |c_n|, n = 4..13, below 1e-10: True
Sturmian n=2 contribution = 4.000000 a0^3
Sturmian n=3 contribution = 0.500000 a0^3
two-Sturmian polarizability = 4.500000 a0^3
same, converted = 0.66683 angstrom^3
finite-difference polarizability = 4.50000 a0^3
bound 2p contribution = 2.95962 a0^3
bound 3p contribution = 0.40045 a0^3
bound 4p contribution = 0.13194 a0^3
bound sum through n=3 = 3.36007 a0^3
bound sum through n=4 = 3.49201 a0^3
bound sum through n=10 = 3.63436 a0^3
bound sum through n=100 = 3.66295 a0^3
bound sum, limit = 3.66326 a0^3
n^3 times bound term at large n = 6.2517 a0^3
continuum contribution = 0.83674 a0^3
bound + continuum = 4.50000 a0^3
continuum share of polarizability = 18.59 %
source norm squared, bound part = 0.71659 a0^2
source norm squared, continuum part = 0.28341 a0^2
response norm squared, bound part = 4.71305 a.u.
response norm squared, continuum part = 0.66195 a.u.
response norm squared, total = 5.37500 a.u.
kappa=1/2, 1 functions: alpha = 2.9596211 a0^3
kappa=1/2, 2 functions: alpha = 4.2577005 a0^3
kappa=1/2, 3 functions: alpha = 4.4832356 a0^3
kappa=1/2, 4 functions: alpha = 4.4954667 a0^3
kappa=1/2, 6 functions: alpha = 4.4980050 a0^3
kappa=1/2, 8 functions: alpha = 4.4998064 a0^3
other source r^2 exp(-beta r): beta = 2.7 1/a0
other source, 2 Sturmians / grid value = 0.97717
other source, 30 Sturmians / grid value = 1.00000
```
